# The 9 eV/ε∞ gap correction from long-range screened exchange

## What goes wrong without screening

Take a crystal whose valence electrons sit in Wannier functions about half an angstrom in rms width. The Coulomb self-energy of one such charge cloud is 16 eV. Used unscreened as the exchange correction to a gap of 5 eV, it would be three times the gap itself. Dividing it by a dielectric constant of 10 gives 1.6 eV, still nearly twice the 0.86 eV found below. Most of the excess, 0.57 eV, comes from separations below about 1 Å (83% of it), where insulator and metal screen nearly alike; removing that part leaves about 1.0 eV. The rest comes mainly from the exchange of the conduction state and the variation of the shift across the valence band. Leaving the correction out discards the long-range exchange of an insulator altogether.

The missing long-range term is estimated here as $C/\epsilon_\infty$, with $C$ roughly 9 eV: the Fiorentini–Baldereschi scaling. It is the whole gap correction only under a premise about LDA, which is examined at the end and fails for the model crystal used here.

## The interaction that LDA lacks

Atomic units are used in the algebra, and $E\equiv\epsilon_\infty$ is a pure number. Static COHSEX approximates the self-energy by

$$\Sigma(\mathbf r,\mathbf r')=-\rho(\mathbf r,\mathbf r')W(\mathbf r,\mathbf r')+\tfrac12\delta(\mathbf r-\mathbf r')\,[W-v](\mathbf r,\mathbf r'),$$

where $\rho$ is the projector on the occupied states of one spin, $v$ the bare and $W$ the statically screened interaction. The first term is screened exchange, the second the Coulomb hole.

LDA takes its exchange and correlation from the electron gas, a metal. The premise is that the LDA gap already contains the COHSEX self-energy with a metallic $W_m$. What is missing then follows from $\delta W=W_i-W_m$, with $W_i$ the interaction in the insulator. Both are assumed to depend on $|\mathbf r-\mathbf r'|$ alone, with

$$\epsilon_m=1+\frac1x,\qquad \epsilon_i=1+\frac{1}{b+x},\qquad x=\frac{q^2}{q_s^2},\quad b=\frac1{E-1},$$

where $q_s^2=4k_F/\pi$ is the Thomas–Fermi value at the mean density. At $q=0$, $\epsilon_i=1+(E-1)=E$, as required. Inverting,

$$S\equiv\frac1{\epsilon_i}-\frac1{\epsilon_m}=\frac{b+x}{1+b+x}-\frac{x}{1+x}=\frac{b}{(1+x)(1+b+x)},$$

because in the numerator $(b+x)(1+x)-x(1+b+x)$ everything but $b$ cancels. Multiply numerator and denominator by $(E-1)/E=1/(1+b)$:

$$S=\frac1E\,\frac{1}{(1+x)(1+x-x/E)} .$$

The factor $1/E$ is the incomplete screening at long range. The remaining factor cuts the interaction off for $q\gtrsim q_s$, where insulator and metal screen alike.

Now take $1+x$ out of the second bracket and expand the geometric series, which converges since $x/(1+x)<1$ and $E>1$:

$$S=\frac{1}{E(1+x)^2}\left[1+\frac1E\frac{x}{1+x}+\dots\right].\tag{1}$$

This is the asymptotic expansion for large $E$ at fixed orbitals. The terms beyond the two shown sum to less than $\sum_{n\ge2}E^{-n}=1/[E(E-1)]$, relative to the leading one.

In real space the leading term follows from

$$\frac{1}{x(1+x)^2}=\frac1x-\frac1{1+x}-\frac1{(1+x)^2}.$$

Multiplied by $4\pi/q_s^2$, the three pieces are the transforms of $1/r$, $e^{-q_sr}/r$ and $\tfrac12q_se^{-q_sr}$; the last is $-q_s^2\,\partial/\partial(q_s^2)$ of the second. Hence

$$\delta W(r)\simeq\frac1E\,\frac{1-e^{-q_sr}(1+q_sr/2)}{r},\qquad \delta W(0)\simeq\frac{q_s}{2E}.$$

The Coulomb hole contributes $+\tfrac12\delta W(0)$ to every state. With a uniform $q_s$ this is a constant and drops out of the gap.

## Why the gap opens

Define $X_n=\iint\psi_n^*(\mathbf r)\rho(\mathbf r,\mathbf r')\delta W\psi_n(\mathbf r')$. The exchange shift of state $n$ is $-X_n$, so the gap changes by

$$\Delta=(-X_c)-(-X_v)=X_v-X_c .$$

Write $\rho=\sum_{\mathbf R}w_{\mathbf R}(\mathbf r)w^*_{\mathbf R}(\mathbf r')$, with one valence Wannier function per cell. A conduction state enters through the overlap charges $\psi_c^*w_{\mathbf R}$. These integrate to zero by orthogonality. If $\delta W$ varies slowly over a Wannier function, its constant part therefore gives nothing, and neither do terms that depend on $\mathbf r$ or $\mathbf r'$ alone. The first survivor is the dipole–dipole term.

For the valence band, averaging over $\mathbf k$ replaces $\psi_v$ by $w_{\mathbf 0}$:

$$\overline{X_v}=\sum_{\mathbf R}\iint w_{\mathbf0}^*w_{\mathbf R}(\mathbf r)\,\delta W\,w_{\mathbf R}^*w_{\mathbf0}(\mathbf r').$$

The terms with $\mathbf R\neq\mathbf0$ again have zero net charge. The term $\mathbf R=\mathbf0$ has unit charge and is the self-interaction $J$ of $|w|^2$. In this limit $-\rho\,\delta W$ is a negative constant times the valence projector, which is a scissor operator. The limit requires $1/q_s$ to be much longer than the Wannier function and is approached slowly. In the model crystal below at $E=10$, lowering $q_s$ to 0.1 Å⁻¹ brings the valence shifts within 1% of $\delta W(0)$ and $X_c$ to 0.2% of it. At the actual $q_s$ the valence top and bottom have 65% and 76% of $\delta W(0)$, and $X_c$ is 9% of it, about one fifteenth of its dipole value.

## The leading coefficient and its correction

Let $|w|^2$ be a Gaussian of rms width $\sigma$ per Cartesian direction. Its transform squared is $e^{-q^2\sigma^2}$, and with $d^3q=4\pi q^2dq$

$$J=\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}S\,e^{-q^2\sigma^2}=\frac2\pi\int_0^\infty\! S\,e^{-q^2\sigma^2}dq .$$

Since $1/\epsilon_i=1-1/(1+b+x)$ and $1/\epsilon_m=1-1/(1+x)$,

$$S=\frac{q_s^2}{q^2+q_s^2}-\frac{q_s^2}{q^2+\kappa^2},\qquad \kappa=\frac{q_s}{u},\quad u^2=1-\frac1E .$$

The integral needed is $F(s)=\int_0^\infty e^{-sq^2}/(q^2+\kappa^2)\,dq$ at $s=\sigma^2$. Differentiation removes the denominator:

$$\frac{d}{ds}\left[e^{-s\kappa^2}F\right]=-e^{-s\kappa^2}\,\frac12\sqrt{\frac{\pi}{s}} .$$

Integrate from $F(0)=\pi/2\kappa$ with $s=y^2/\kappa^2$. This gives $F=(\pi/2\kappa)f(\kappa\sigma)$, where $f(y)=e^{y^2}\operatorname{erfc}(y)$. The prefactor of the second term is $q_s^2/\kappa=uq_s$, so with $z=q_s\sigma$

$$J=q_s\left[f(z)-u\,f(z/u)\right].$$

Set $G(s)=\sqrt s\,f(z/\sqrt s)$, where $s$ now stands for $u^2$. Then

$$J=q_s[G(1)-G(1-1/E)]=q_s\left[\frac{G'(1)}{E}-\frac{G''(1)}{2E^2}+\dots\right].$$

With $y=z/\sqrt s$ and $dy/ds=-y/2s$,

$$G'=\frac{f-yf'}{2\sqrt s},\qquad G''=\frac{-f+yf'+y^2f''}{4s^{3/2}} .$$

The definition of $f$ gives $f'=2yf-2/\sqrt\pi$, hence $f''=2f+2yf'=(2+4y^2)f-4y/\sqrt\pi$. Inserting these at $s=1$,

$$J=\frac{C}{E}+\frac{C_2}{E^2}+\dots,$$

$$C=\frac{q_s}{2}\left[(1-2z^2)f(z)+\frac{2z}{\sqrt\pi}\right],$$

$$C_2=\frac{q_s}{8}\left[(1-4z^2-4z^4)f(z)+\frac{2z+4z^3}{\sqrt\pi}\right].$$

By (1), $C_2/C$ is a weighted mean of $x/(1+x)$. It lies between 0 and 1, so the correction to $J$ is positive and its size relative to the leading term is below $1/E$.

Two limits show what sets $C$:

- **Wide Wannier functions, $z\gg1$.** Only $q\ll q_s$ matters and $C\to1/(\sqrt\pi\sigma)$, the bare self-energy. Expanding (1) for small $x$ gives $C_2/C\to1/(2z^2)$.
- **Narrow Wannier functions, $z\to0$.** $C\to q_s/2$ and $C_2\to q_s/8$. The self-energy saturates because $\delta W$ is finite at contact.

Valence electrons lie between these limits, so $C$ depends less on size than the bare energy does. At the $q_s$ of the example, doubling $\sigma$ from 0.4 to 0.8 Å lowers $C$ from 11.3 to 7.9 eV, by 29%; the bare energy would halve.

## A model crystal

The crystal is simple cubic with $a=2.2$ Å, two electrons per cell and potential $-A\sum_i\cos(2\pi x_i/a)$, $A=12$ eV. It represents no particular material, and $E$ is an independent input. The crystal's own dielectric constant, for independent particles without local fields, is only about 2.2 (1.4 for the deeper potential used below), so results at $E=10$ display the scaling and do not describe a consistent solid. The density $2/a^3=0.188$ Å⁻³ gives $q_s=2.065$ Å⁻¹. The computed Wannier width is $\sigma=0.507$ Å, so $z=1.046$.

Restoring $e^2/4\pi\epsilon_0=14.40$ eV Å, the contact limit is $14.40\times2.065/2=14.87$ eV. The Gaussian formula gives $C=10.21$ eV. The bracket in $C$ is thus $10.21/14.87=0.6866$, which fixes $f(z)=(1.1803-0.6866)/1.1882=0.4155$ (direct evaluation gives 0.4154; the last digit carries rounding). Then

$$C_2=\frac{14.87}{4}\,[-8.165\times0.4155+3.763]\approx1.4\ \text{eV}.$$

At $E=10$ the two terms give $EJ=10.21+0.14=10.35$ eV, equal to the unexpanded Gaussian result at the printed precision. The actual Wannier function gives 10.62 eV.

The exchange integrals with the Bloch states, multiplied by $E=10$, are 9.88 eV at the valence top and 1.32 eV at the conduction edge. Therefore $E\Delta=9.88-1.32=8.56$ eV. The conduction term is not negligible because $1/q_s$ is comparable to $\sigma$, so $\delta W$ is not really slow on the Wannier scale. The off-site terms add only 0.10 eV to the band mean. The valence bottom has 11.59 eV, so the shift is not rigid: at $E=10$ the valence band widens by 0.17 eV.

| $E$ | $\Delta$ (eV) | $E\Delta$ (eV) |
|---|---|---|
| 2 | 4.55 | 9.11 |
| 4 | 2.19 | 8.74 |
| 10 | 0.86 | 8.56 |
| 20 | 0.43 | 8.50 |

The large-$E$ limit of $E\Delta$ is 8.45 eV (0.310 hartree). The excess over it, times $E$, is $0.11\times10=1.1$ eV at $E=10$ and $0.66\times2=1.3$ eV at $E=2$. It is nearly constant, as a first correction to $E\Delta$ proportional to $1/E$ requires. Its coefficient belongs to $X_v-X_c$ and is not the Gaussian $C_2$. The program tests that $E\Delta$ varies by less than 15% between $E=4$ and 20.

With $A=24$ eV the Wannier width shrinks to 0.373 Å and $E\Delta$ at $E=10$ rises to 10.8 eV. The coefficient thus depends on the crystal. That it lies close to 9 eV at $A=12$ eV reflects the chosen depth of the potential; these two cases, which share one lattice constant, fix only the order of magnitude.

## Where the estimate fails

The Coulomb hole cancelled because $q_s$ was uniform. If $q_s$ follows the local density, $+\tfrac12\delta W(0)$ is larger where the valence charge sits, which raises the valence edge relative to the conduction edge. At $E=10$, with the exchange term still evaluated at the mean $q_s$, this changes $E\Delta$ by $-1.9$ eV, from 8.6 to about 6.7 eV. A larger local $q_s$ would also increase $S$ and hence $X_v$, which acts in the opposite direction and is not computed here.

The premise about LDA is a more serious matter. In this crystal metallic screened exchange contributes 3.78 eV to the gap, and the metallic Coulomb hole with local $q_s$ contributes 3.73 eV. The LDA exchange-correlation potential contributes 4.59 eV. All three are expectation values in the fixed model orbitals, and the screened exchange uses the mean $q_s$. With this mixed treatment metallic COHSEX exceeds LDA by $3.78+3.73-4.59=2.92$ eV. With uniform $q_s$ throughout, the Coulomb hole drops out and the difference is $3.78-4.59=-0.81$ eV. The premise requires zero, and neither choice gives it.

The mismatch does not depend on $E$. The 2.92 eV value equals the long-range term near $E=3$ and is more than three times as large at $E=10$. There the total correction is $0.86-0.19+2.92\approx3.6$ eV with the local Coulomb hole and $0.86-0.81=0.05$ eV with uniform $q_s$; neither is 0.9 eV, and the size and sign of the remainder depend on how $q_s$ is treated. At the crystal's own $E\approx2.25$ the long-range term is 4.0 eV, and the two mismatches amount to 73% and 20% of it in size. The calculation does not show how much of the mismatch is due to LDA and how much to static COHSEX with these model interactions.

What has been derived is the size and the $1/\epsilon_\infty$ scaling of the long-range exchange term. Using $9\ \text{eV}/\epsilon_\infty$ as the whole correction to an LDA gap requires, in addition, that the short-range remainder be small, and that has to be checked separately. The model, with fixed orbitals that are not self-consistent in LDA, does not decide whether the remainder is small in real materials.

## Table of computed values

```
e^2/(4 pi eps0) = 14.3996 eV angstrom
lattice constant a = 2.20 angstrom; A = 12 eV
mean density = 0.1878 1/angstrom^3
electron radius r_s = 1.083 angstrom
screening vector q_s = 2.065 1/angstrom
model gap before correction = 5.04 eV
valence band width = 10.28 eV
Wannier width sigma = 0.507 angstrom
z = q_s sigma = 1.046
bare e^2/(sqrt(pi) sigma) = 16.04 eV
small-size limit e^2 q_s/2 = 14.87 eV
Gaussian C at this sigma = 10.21 eV
Gaussian C at fixed q_s:
  sigma 0.4 angstrom: C = 11.25 eV
  sigma 0.5 angstrom: C = 10.27 eV
  sigma 0.6 angstrom: C = 9.39 eV
  sigma 0.7 angstrom: C = 8.62 eV
  sigma 0.8 angstrom: C = 7.94 eV
Gaussian C with sigma and r_s scaled together:
  scale 0.8: C = 11.98 eV
  scale 1.0: C = 10.21 eV
  scale 1.2: C = 8.92 eV
Crystal at E = 10, all energies multiplied by E:
  on-site J = 10.62 eV
  Gaussian J, same sigma = 10.35 eV
  off-site, band mean = 0.10 eV
  valence band mean = 10.72 eV
  valence top = 9.88 eV
  valence bottom = 11.59 eV
  conduction edge = 1.32 eV
  neglected Coulomb-hole variation = -1.91 eV
Band-edge correction D from exchange with dW:
  E    2: D = 4.554 eV, E*D = 9.11 eV, 9/E = 4.500 eV
  E    3: D = 2.952 eV, E*D = 8.86 eV, 9/E = 3.000 eV
  E    4: D = 2.186 eV, E*D = 8.74 eV, 9/E = 2.250 eV
  E    6: D = 1.440 eV, E*D = 8.64 eV, 9/E = 1.500 eV
  E   10: D = 0.856 eV, E*D = 8.56 eV, 9/E = 0.900 eV
  E   20: D = 0.425 eV, E*D = 8.50 eV, 9/E = 0.450 eV
large-E crystal C = 8.45 eV = 0.310 hartree
A = 24 eV: sigma = 0.373 angstrom, gap = 20.13 eV
A = 24 eV: E*D at E = 10 is 10.79 eV
dipole test, ratio on doubling t = 3.929 (no unit)
Premise check, contributions to the gap:
  metallic screened exchange = 3.78 eV
  metallic local Coulomb hole = 3.73 eV
  LDA exchange-correlation = 4.59 eV
  metallic COHSEX minus LDA = 2.92 eV
```
